# Initial Failure Rate of Memory Bits with Normally Distributed Barriers: test program

```python
# Result under test: bits with barriers x*kT, x normal (mean m, standard
# deviation s), and escape rates f*exp(-x) have the initial average failure
# rate f*exp(-(m - s**2/2)); for s = 4 the equivalent single barrier is m - 8.
# f: attempt frequency (1/s); S(t): surviving fraction; F(t) = 1 - S(t).
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.stats import norm

attempt = 1.0e9
mean_barrier = 60.0
spread = 4.0
temperature = 300.0
kT_eV = constants.k * temperature / constants.e
hour, day, year = constants.hour, constants.day, constants.Julian_year

# Numerical average over the standard normal variable z
z = np.linspace(-15.0, 15.0, 30001)
weights = np.exp(-z**2 / 2) / np.sqrt(2 * np.pi) * (z[1] - z[0])


def rates(m, s):
    return attempt * np.exp(-(m + s * z))


def failed(t, m=mean_barrier, s=spread):
    return np.sum(weights * -np.expm1(-rates(m, s) * t))


print("attempt frequency = %.3e 1/s" % attempt)
print("temperature = %.1f K, kT = %.6f eV" % (temperature, kT_eV))
print("mean barrier = %.1f kT = %.4f eV" % (mean_barrier, mean_barrier * kT_eV))
print("standard deviation = %.1f kT = %.4f eV" % (spread, spread * kT_eV))

# Equivalent single barrier from the failed fraction at a very short time
short_time = 1.0e-3
for s in (2.0, 3.0, spread):
    measured_rate = failed(short_time, s=s) / short_time
    reduction = mean_barrier + np.log(measured_rate / attempt)
    assert abs(reduction - s**2 / 2) < 1e-7
    print("spread %.1f kT: barrier reduction = %.6f kT" % (s, reduction))
assert abs(reduction - 8.0) < 1e-7
equivalent = mean_barrier - reduction
print("equivalent barrier = %.4f kT = %.4f eV"
      % (equivalent, equivalent * kT_eV))
print("reduction in energy = %.4f eV" % (reduction * kT_eV))

rate_no_spread = attempt * np.exp(-mean_barrier)
rate_formula = attempt * np.exp(-mean_barrier + spread**2 / 2)
assert abs(measured_rate / rate_formula - 1) < 1e-7
print("rate without spread = %.4e 1/s" % rate_no_spread)
print("initial average rate = %.4e 1/s" % measured_rate)
print("rate increase factor = %.1f" % (measured_rate / rate_no_spread))


# Share of the initial rate carried by the weak bits
def rate_density(x, m):
    return attempt * np.exp(-x) * norm.pdf(x, m, spread)


weak_limit = mean_barrier - spread**2
low, _ = quad(rate_density, 0, weak_limit, args=(mean_barrier,), epsabs=0)
high, _ = quad(rate_density, weak_limit, mean_barrier + 40,
               args=(mean_barrier,), epsabs=0)
share = low / (low + high)
assert abs(share - 0.5) < 1e-6
print("weak-bit limit = %.1f kT" % weak_limit)
print("fraction of bits below it = %.3e" % norm.cdf(-spread))
print("their share of the initial rate = %.4f" % share)

# Distribution cut at zero barrier and renormalized
for m in (20.0, mean_barrier):
    top, _ = quad(rate_density, 0, m + 40, args=(m,), epsabs=0,
                  points=[max(m - 16, 1.0), m], limit=200)
    bottom, _ = quad(norm.pdf, 0, m + 40, args=(m, spread), epsabs=0,
                     points=[m], limit=200)
    cut_ratio = top / bottom / (attempt * np.exp(-m + spread**2 / 2))
    expected = norm.cdf((m - spread**2) / spread) / norm.cdf(m / spread)
    assert abs(cut_ratio - expected) < 1e-6
    print("mean %.0f kT: cut/uncut rate = %.6f" % (m, cut_ratio))

# Second moment and the bound on the departure from linear failure
second = np.sum(weights * rates(mean_barrier, spread)**2)
second_formula = attempt**2 * np.exp(-2 * mean_barrier + 2 * spread**2)
assert abs(second / second_formula - 1) < 1e-8
shortfall = 1 - failed(hour) / (rate_formula * hour)
bound = second_formula * hour / (2 * rate_formula)
assert 0 < shortfall < bound
print("one hour: relative shortfall = %.3e, bound = %.3e" % (shortfall, bound))

# Later failure rate: time derivative against survival of the shifted population
previous = 1.0
for label, t in (("one day", day), ("one year", year), ("ten years", 10 * year)):
    h = 1e-3 * t
    later_rate = (failed(t + h) - failed(t - h)) / (2 * h)
    ratio = later_rate / rate_formula
    shifted_survival = 1 - failed(t, m=mean_barrier - spread**2)
    assert abs(ratio - shifted_survival) < 1e-5
    assert ratio < previous
    previous = ratio
    print("%s: rate/initial rate = %.4f" % (label, ratio))

decade = 10 * year
print("ten years = %.4e s" % decade)
print("failed fraction at ten years = %.4e" % failed(decade))
print("linear extrapolation = %.4e" % (rate_formula * decade))
print("failed fraction without spread = %.4e"
      % -np.expm1(-rate_no_spread * decade))

# Finite arrays: the average is carried by rare weak bits
relative_variance = second / measured_rate**2 - 1
assert abs(relative_variance / np.expm1(spread**2) - 1) < 1e-6
print("bits for 10%% spread of mean rate = %.3e" % (relative_variance / 0.1**2))
generator = np.random.default_rng(12345)
bits, arrays = 1000, 2000
samples = generator.normal(mean_barrier, spread, size=(arrays, bits))
array_rates = attempt * np.exp(-samples).mean(axis=1)
median_ratio = np.median(array_rates) / rate_formula
assert median_ratio < 0.5
print("random arrays = %d, bits in each = %d" % (arrays, bits))
print("median array rate/ensemble rate = %.2f" % median_ratio)

print("done: every assertion held")
```

It prints:

```
attempt frequency = 1.000e+09 1/s
temperature = 300.0 K, kT = 0.025852 eV
mean barrier = 60.0 kT = 1.5511 eV
standard deviation = 4.0 kT = 0.1034 eV
spread 2.0 kT: barrier reduction = 2.000000 kT
spread 3.0 kT: barrier reduction = 4.500000 kT
spread 4.0 kT: barrier reduction = 8.000000 kT
equivalent barrier = 52.0000 kT = 1.3443 eV
reduction in energy = 0.2068 eV
rate without spread = 8.7565e-18 1/s
initial average rate = 2.6103e-14 1/s
rate increase factor = 2981.0
weak-bit limit = 44.0 kT
fraction of bits below it = 3.167e-05
their share of the initial rate = 0.5000
mean 20 kT: cut/uncut rate = 0.841345
mean 60 kT: cut/uncut rate = 1.000000
one hour: relative shortfall = 2.092e-04, bound = 4.175e-04
one day: rate/initial rate = 0.9960
one year: rate/initial rate = 0.9017
ten years: rate/initial rate = 0.7730
ten years = 3.1558e+08 s
failed fraction at ten years = 6.8474e-06
linear extrapolation = 8.2374e-06
failed fraction without spread = 2.7633e-09
bits for 10% spread of mean rate = 8.886e+08
random arrays = 2000, bits in each = 1000
median array rate/ensemble rate = 0.32
done: every assertion held
```
